# Imaginary Harmonic Frequencies and Stability at Finite Temperature

Consider $N$ identical cells of a crystal, each with one polar displacement $x_i$, momentum $p_i$ and effective mass $M$. The volume is fixed, and the Hamiltonian is

$$H=\sum_i\left(\frac{p_i^2}{2M}+\frac a2x_i^2+\frac b4x_i^4\right)-\frac{J}{2N}\left(\sum_i x_i\right)^2,$$

with $a,b,J>0$. The last term couples every cell equally to every other. The algebra uses atomic units, so $\hbar=1$; $k_B$ is kept and $\beta=1/k_BT$. Numbers are in eV and Å, and there $M$ enters through $\hbar^2/M$. "Curvature" means the second derivative of the free energy per cell with respect to the mean displacement $X$, taken at $X=0$. Here $X$ is the crystal average $\frac1N\sum_i x_i$, held at a definite value, so that its spread vanishes for large $N$. The limit $N\to\infty$ is taken before stability is judged.

## The belief and its appeal

The belief is this: if a zero-temperature harmonic calculation gives an imaginary frequency, the structure is unstable, and heating cannot rescue it.

Part of this is correct. Set every $x_i=X$. The potential energy per cell is

$$v(X)=\frac{k_0}{2}X^2+\frac b4X^4,\qquad k_0=a-J.$$

If $k_0<0$, the harmonic frequency $\omega=\sqrt{k_0/M}$ is imaginary and $X=0$ is not a minimum of the potential energy. The condition $v'(X)=k_0X+bX^3=0$ gives minima at $X^2=|k_0|/b$. Inserting this in $v$ gives $-k_0^2/2b+k_0^2/4b=-k_0^2/4b$, so each minimum lies $k_0^2/4b$ per cell below the symmetric structure.

The belief also agrees with harmonic theory at every temperature. Without a quartic term, displacing the centre of a harmonic motion leaves its fluctuations unchanged. The fluctuation free energy then does not depend on $X$, and the curvature stays at $k_0$. The error lies in carrying this property over to a crystal whose quartic term is not zero. Nuclei do not sit at $X=0$; they sample a region around it.

## The quantity that decides stability

We need the free energy at a given mean displacement. With $S=\sum_i x_i$, the coupling can be rewritten identically as

$$-\frac{J}{2N}S^2=-JXS+\frac{NJ}{2}X^2-\frac{J}{2N}(S-NX)^2.$$

When $\langle S\rangle=NX$, the first two terms average to $-NJX^2/2$. For independent cells of variance $\sigma^2$, $\langle(S-NX)^2\rangle=N\sigma^2$. The last term then contributes $-J\sigma^2/2$ to the whole crystal, which vanishes per cell as $N\to\infty$.

The remaining task is to minimize the local free energy at fixed $\langle x\rangle=X$. A Lagrange multiplier $h$ enforces the constraint and acts as a field:

$$g(h)=-k_BT\ln\mathrm{Tr}\,e^{-\beta(H_{\rm loc}-hx)},\qquad X=-\frac{dg}{dh}.$$

Here $H_{\rm loc}$ is one cell without $J$. Since $g$ contains the energy $-hX$, adding $hX$ removes it. The free energy per cell is

$$f(X)=g(h)+hX-\frac J2X^2.$$

Differentiation gives

$$f'(X)=\frac{dg}{dh}\frac{dh}{dX}+h+X\frac{dh}{dX}-JX=h-JX,$$

because $dg/dh=-X$ cancels the two terms containing $dh/dX$. A second differentiation at $X=0$, where $h=0$ by symmetry, gives

$$\boxed{f''(0)=\frac1{\chi(T)}-J,\qquad \chi=\left.\frac{dX}{dh}\right|_{h=0}.}$$

The harmonic calculation replaces $1/\chi$ by $a$. The true local response contains the anharmonic motion.

To obtain $\chi$, let $E_n$ be the local energies, $p_n$ their Boltzmann probabilities and $x_{mn}$ the matrix elements of $x$. Parity removes the first-order energy shift, so second-order perturbation theory gives

$$\delta E_n=-h^2\sum_{m\ne n}\frac{|x_{mn}|^2}{E_m-E_n}.$$

To order $h^2$, $g$ changes by $\sum_n p_n\delta E_n$. Since $\chi=-g''(0)$,

$$\chi=2\sum_n\sum_{m\ne n}p_n\frac{|x_{mn}|^2}{E_m-E_n}
=\sum_n\sum_{m\ne n}|x_{mn}|^2\frac{p_n-p_m}{E_m-E_n}.$$

The second form averages the first with its copy under $m\leftrightarrow n$. Each term is non-negative, because the lower level has the larger probability.

This explains why one isolated cell cannot settle the question. With $J=0$ the curvature is $1/\chi>0$ even if $a<0$ and the potential is a double well. In this model a negative curvature requires the coupling of many cells.

The construction with independent cells proves an upper bound on the free energy. It does not by itself prove that correlated states with the same definite $S/N$ do no better per cell. Numerical results for finite crystals with positive curvature support the large-$N$ formula, and they are given with the example below. When the curvature is negative, it matters that $S/N$ is definite. An equal mixture of the two ordered states also has $\langle x_i\rangle=0$ and a lower free energy, but in neither of its parts is $S/N$ near zero.

## How sampling changes the curvature

A Gaussian approximation shows the mechanism. Describe each cell by an oscillator centred at $X$ with adjustable stiffness $K$. Its frequency and variance are

$$\Omega=\sqrt{K/M},\qquad
\sigma^2=\frac{1}{2M\Omega}\coth\frac{\beta\Omega}{2}.$$

Write $x=X+u$. Odd powers of $u$ average to zero, $\langle u^2\rangle=\sigma^2$ and $\langle u^4\rangle=3\sigma^4$. The variational free energy is therefore

$$f_G=F_K+\frac a2(X^2+\sigma^2)+\frac b4(X^4+6X^2\sigma^2+3\sigma^4)-\frac K2\sigma^2-\frac J2X^2,$$

where $F_K$ is the oscillator's own free energy. Since $K$ multiplies $u^2/2$ in the oscillator Hamiltonian, $dF_K/dK=\sigma^2/2$. This cancels the term obtained by differentiating the explicit $K$ in $-K\sigma^2/2$, leaving

$$\frac{\partial f_G}{\partial K}=\frac12\left(a+3bX^2+3b\sigma^2-K\right)\frac{d\sigma^2}{dK}=0.$$

At $X=0$ this gives $K=a+3b\sigma^2$. Because $f_G$ is stationary in $K$, its total first derivative in $X$ is the partial one:

$$\frac{df_G}{dX}=(a-J)X+bX^3+3bX\sigma^2.$$

Differentiating again produces a term $3bX\,d\sigma^2/dX$, which vanishes at $X=0$. Hence

$$f_G''(0)=k_0+3b\sigma^2=K-J.$$

In this approximation, the local stiffness $K$ is the potential's own curvature, $a+3bx^2$, averaged over the motion. The average adds $3b\sigma^2$, which can outweigh a negative $k_0$.

There are two limits. As $T\to0$, the hyperbolic cotangent tends to one and $\sigma^2\to1/(2\sqrt{MK})$. Zero-point motion remains, and it is larger for a smaller mass. At high temperature, $\coth y\simeq1/y$ gives $\sigma^2\simeq k_BT/K$. The mass cancels, and heating supplies the sampling.

The zero-temperature limit also gives a threshold. The function $K-a-3b\sigma^2(K)$ increases with $K$, since $\sigma^2$ decreases. Its root lies above $J$ if the function is negative at $K=J$, which means

$$\frac{3b}{2\sqrt{MJ}}>J-a=|k_0|.$$

Within this approximation, a shallow instability is removed by zero-point motion alone, while a deeper one survives at low temperature.

## Two crystals with imaginary frequencies

Take $M=20$ atomic mass units, for which $\hbar^2/M=2.090\times10^{-4}$ eV Å$^2$, with $a=2$ eV/Å$^2$ and $b=50$ eV/Å$^4$. Crystal A has $J=2.5$ eV/Å$^2$ and crystal B has $J=2.7$ eV/Å$^2$; everything else is the same.

Their harmonic force constants are $-0.50$ and $-0.70$ eV/Å$^2$. For B, the imaginary energy is

$$i\sqrt{(2.090\times10^{-4})(0.70)}=0.0121\,i\ \text{eV},$$

or $98i$ cm$^{-1}$. Its classical minima are at $\pm\sqrt{0.70/50}=\pm0.118$ Å, with a depth of $0.70^2/200=0.00245$ eV per cell. For A the imaginary energy is $0.0102i$ eV.

The local Hamiltonian was diagonalized in a basis of 60 oscillator states, and $\chi$ was obtained from the sum above. In eV/Å$^2$, the results are:

| $T$ (K) | $1/\chi$ | A: $1/\chi-2.5$ | B: $1/\chi-2.7$ |
|---:|---:|---:|---:|
| 10 | 2.638 | +0.138 | −0.062 |
| 100 | 2.702 | +0.202 | +0.002 |
| 200 | 2.923 | +0.423 | +0.223 |
| 300 | 3.155 | +0.655 | +0.455 |
| 400 | 3.371 | +0.871 | +0.671 |

Crystal A refutes the belief even near zero temperature: its harmonic frequency is imaginary, yet its curvature at 10 K is positive. Crystal B shows why the opposite rule would also be wrong. At 10 K it is unstable, and its free energy is stationary at a displacement of 0.0405 Å. Its curvature changes sign at 99 K. At 300 K its static energy, $\sqrt{(\hbar^2/M)f''(0)}$, is 0.0098 eV, or 79 cm$^{-1}$. This number expresses a curvature and need not be the position of a spectral peak.

The Gaussian formula shows where the change comes from. At 10 K, $\sigma^2=0.00443$ Å$^2$, so $3b\sigma^2=150\times0.00443=0.664$ eV/Å$^2$. That exceeds 0.50 but not 0.70, in agreement with the signs in the table. At 300 K, $\sigma^2=0.00854$ Å$^2$ and $3b\sigma^2=1.281$ eV/Å$^2$. For B the Gaussian curvature is then $-0.700+1.281=0.581$ eV/Å$^2$, which is 28% above the value 0.455 from diagonalization. An error of this kind could reverse the verdict for a crystal close to its threshold.

Classical and quantum sampling can be separated at fixed $a$, $b$ and $J$. At 10 K, classical averaging gives $1/\chi=2.06$ eV/Å$^2$, against 2.64 with quantum motion. Nearly all the stabilization of A at this temperature is therefore quantum. Multiplying the mass by 100 makes A unstable at 10 K, with curvature $-0.41$ eV/Å$^2$. At 300 K the classical value is 3.08 against 3.15, so classical sampling alone would give nearly the same local stiffness, although B's curvature, a difference, would still be 17% lower (0.377 against 0.455). The two effects do not simply add: zero-point motion already gives 2.64 near zero temperature, and heating to 300 K raises this by 0.52. Classical nuclei would give transitions at 107 K for A and 166 K for B. Quantum motion lowers the second to 99 K and leaves A with positive curvature at 10 K.

The large-$N$ formula was compared with coupled crystals of finite size. For classical cells with B's parameters at 300 K, the distribution of $S$ was built by repeated convolution for 256, 512 and 1024 cells. Extrapolation in $1/N$ gave a curvature of 0.3775 eV/Å$^2$; the formula gives 0.3774. For A's ground state, with three levels kept per cell and $N=128$, 256 and 512, the corresponding values are 0.1383 and 0.1382.

Positive curvature establishes local stability only. A distant minimum could still have lower free energy. Any such stationary point must satisfy $h=JX$. For A at 10 K and B at 300 K, $h-JX(h)$ was positive at all 60 sampled fields from 0.01 to 1.2 eV/Å. The upper field displaces a cell by only about 0.23 Å. Because $X(h)$ increases with $h$, any stationary point at larger displacement needs a larger field, and so would need $X=h/J$ above 0.48 Å in A and 0.44 Å in B, well beyond the classical minima. The scan found no competing state in this model. A potential with a negative sixth-order term, or with strong coupling to strain, needs its own search.

## What a real film would change

The parameters are round values in the rough regime of a soft polar mode in a perovskite oxide such as SrTiO$_3$; they are not a calculation of that material. Bulk SrTiO$_3$ at ambient pressure stays non-ferroelectric on cooling, and quantum fluctuations are the accepted reason. Crystal A has the same qualitative behaviour. The 99 K transition of B is polar and must not be identified with the structural transition of SrTiO$_3$ near 100 K, which involves rotations of the oxygen octahedra. In a chip, an oxide film is also strained by its substrate and by heating, which breaks the fixed-volume assumption. Suppose that isotropic tensile strain changes only $J$, raising it by a rough 50 eV/Å$^2$ per unit linear strain, and take a rough expansion coefficient of $10^{-5}$ K$^{-1}$. Expansion over 300 K then shifts the curvature by $-50\times10^{-5}\times300=-0.15$ eV/Å$^2$, reducing B's value from 0.455 to about 0.30. A tensile strain of $0.455/50=0.9\%$ would cancel the 0.455 entirely. If strain lowered $a$ instead, the sampling would grow and offset part of the change: B would keep about 0.34 eV/Å$^2$ after the expansion, and the cancelling strain would be about $1.2\%$. This estimate is for isotropic strain; a film clamped in its plane needs the separate in-plane and out-of-plane couplings.

The shape of the potential matters too. Adding $cx^6/6$ with $c=\pm200$ eV/Å$^6$ changes the 300 K curvature by $+0.10$ or $-0.12$ eV/Å$^2$. For negative $c$ the potential is unbounded below, so the calculation was confined to $|x|\le0.5$ Å. A change in $J$ adds directly to such a shift, so with the negative shift and the expansion shift together B retains about 0.19 eV/Å$^2$.

The range of the coupling may change the low-temperature verdict. Replace the equal coupling by nearest-neighbour coupling on a simple cubic lattice, with the same value $J$ for the uniform mode:

$$J_{\mathbf q}=\frac J3(\cos q_x+\cos q_y+\cos q_z).$$

The Gaussian variance becomes the average of $\sigma^2(K-J_{\mathbf q})$ over wavevectors. The average of $J_{\mathbf q}$ is zero, but $\sigma^2$ is a convex function of stiffness: soft modes add more variance than stiff modes remove. Sampling therefore increases. On a midpoint grid of $24^3$ wavevectors in one octant of the zone, B's Gaussian curvature at 300 K rises from 0.58 to 0.71 eV/Å$^2$, and a finer grid leaves this unchanged.

At 10 K the change is qualitative. The threshold quantity $a+3b\langle\sigma^2\rangle_{\mathbf q}-J$, evaluated at $K=J$, moves from $-0.040$ to $+0.037$ eV/Å$^2$ on this grid; because the variance diverges at $\mathbf q=0$ when $K=J$, finer grids raise the value by about 0.001, to $+0.038$. In the Gaussian approximation, nearest-neighbour correlations would stabilize B at 10 K as well. The margin is small, however: the self-consistent Gaussian curvature $K-J$ is only $+0.027$ eV/Å$^2$. With equal coupling, the same approximation gives B a 10 K curvature of $-0.036$ eV/Å$^2$ where diagonalization gives $-0.062$, an error of 0.026, about as large as that margin. The sign for short-range forces therefore remains open, and the 99 K transition of the equal-coupling model is not a robust prediction for such a crystal.

An imaginary harmonic frequency is therefore a reason to calculate the free-energy curvature, with the mass, temperature, strain and anharmonic terms that apply. The sign of the harmonic force constant alone does not supply the answer.
